# Does a good high-field fit validate a dielectric breakdown law?

## Question

I have measured time-dependent breakdown of a low-k interlayer dielectric at one temperature, at five constant fields from 4.5 to 5.5 MV/cm, with 20 test structures at each. Plotted against field, the logarithm of the characteristic life falls on a straight line with \(R^2\) a little above 0.99. I therefore took the E law, \(t\propto e^{-\gamma E}\), and extrapolated to 2 MV/cm. The 95 % confidence band there is only about a factor of three either way.

A colleague plots the same data against \(\sqrt E\) and also gets a straight line. Does my fit not establish the E law, at least within that confidence band? If it does not, what would?

## Answer

It does not. Your fit shows that the E law interpolates well between 4.5 and 5.5 MV/cm. Over so narrow a range the competing laws do that too, and the confidence band leaves out the error of choosing the wrong one.

### Four laws in one form

Let \(t\) be the characteristic life, at which 63.2 % of the structures have failed. Four common laws at fixed temperature are

\[
t=Ae^{-\gamma E},\qquad t=Ae^{-a\sqrt E},\qquad t=AE^{-m},\qquad t=Ae^{G/E},
\]

with a different constant \(A\) in each. Let \(E_c\) be the centre of the test window, \(t_c=t(E_c)\) and \(u=E/E_c\). Define the local steepness

\[
S=-\left.\frac{d\ln t}{d\ln E}\right|_{E_c}=-\left.E\,\frac{d\ln t}{dE}\right|_{E_c}.
\]

In the order above, this gives \(S=\gamma E_c\), \(a\sqrt{E_c}/2\), \(m\) and \(G/E_c\).

The derivative \(d\ln t/dE\) varies as \(E^0\), \(E^{-1/2}\), \(E^{-1}\) and \(E^{-2}\) respectively. All four laws therefore obey \(d\ln t/du=-S\,u^{p-1}\), with \(p=1,\tfrac12,0,-1\). Integrating from the centre gives

\[
\ln t=\ln t_c-S\varphi_p(u),\qquad
\varphi_p(u)=\int_1^u s^{p-1}ds=\frac{u^p-1}{p},
\]

and \(\varphi_0(u)=\ln u\). The choice of law is now the choice of one number, \(p\).

### What the window can see

Put \(x=u-1\). Since \(\varphi_p(1)=0\), \(\varphi_p'(1)=1\) and \(\varphi_p''(1)=p-1\),

\[
\varphi_p=x+\frac{p-1}{2}x^2+O(x^3).
\]

Suppose the data follow law \(p\) and you fit law \(q\). With value and slope matched at the centre, the difference is

\[
\ln t_p-\ln t_q=-S(\varphi_p-\varphi_q)\simeq-\frac{S(p-q)}{2}x^2 .
\]

Only curvature distinguishes the laws at this order, and least squares absorbs part of it in the intercept. Your five fields are at \(x_i=h\xi_i\), with \(\xi=(-1,-\tfrac12,0,\tfrac12,1)\) and \(h=0.1\). By symmetry \(\sum x_i^3=0\), so the quadratic term does not change the slope at leading order. Subtracting the mean of \(\xi_i^2\), which is \(\tfrac12\), leaves

\[
c=\left(\tfrac12,-\tfrac14,-\tfrac12,-\tfrac14,\tfrac12\right),\qquad
\sum c_i^2=\frac34+\frac18=\frac78 .
\]

The mean of \(c_i^2\) is \(7/40=0.175\), so the root-mean-square misfit in \(\ln t\) is

\[
r=\frac{S|p-q|h^2}{2}\sqrt{0.175}.
\]

The variance of \(\ln t\) across the window is, to leading order, \(S^2h^2\) times the mean of \(\xi_i^2\), or \(S^2h^2/2\). Hence

\[
1-R^2\simeq\frac{S^2(p-q)^2h^4(0.175)/4}{S^2h^2/2}
=0.0875\,(p-q)^2h^2 .
\]

The steepness cancels. For noise-free data in a narrow window, \(R^2\) is close to one because \(h\) is small, whichever of these laws is fitted.

### What the extrapolation sees

At the operating field \(x\) is not small, and the full functions are needed. For laws with the same \(t_c\) and \(S\),

\[
\ln\frac{t_q}{t_p}=S\left[\varphi_p(u)-\varphi_q(u)\right].
\]

The sign follows from

\[
\frac{\partial\varphi_p}{\partial p}=\int_1^u s^{p-1}\ln s\,ds
=-\int_u^1 s^{p-1}\ln s\,ds>0\qquad(u<1),
\]

because \(\ln s<0\) there. A smaller \(p\) gives a smaller \(\varphi_p\) and a longer life. The predicted life therefore rises in the order E, \(\sqrt E\), power, 1/E.

The zero-field limit shows how different the laws are. For \(p>0\), \(\varphi_p(0)=-1/p\), so the E law tends to the finite life \(t_ce^{S}\) and the \(\sqrt E\) law to \(t_ce^{2S}\). The power and 1/E laws diverge.

### A case where the true law is known

I cannot know which law your material follows, so take a model with round parameters: your five fields, \(t_c=1000\) s, \(S=20\), and the \(\sqrt E\) law as the truth. The lives run from 7789 s at 4.5 MV/cm to 142 s at 5.5 MV/cm. Least-squares fits to these noise-free values give the following; the last column is the field at which the fitted characteristic life is ten years, found by numerical root finding.

| Fitted law | \(R^2\) | Life at 2 MV/cm (yr) | Ten-year field (MV/cm) |
|---|---:|---:|---:|
| E | 0.9998 | 5.4 | 1.84 |
| \(\sqrt E\) | 1.0000 | 77 | 2.34 |
| power | 0.9998 | 2700 | 2.65 |
| 1/E | 0.9980 | \(2.3\times10^8\) | 3.04 |

The E law fails a ten-year target at 2 MV/cm, and the true law passes it. Between the E and 1/E laws the life changes by a factor of \(4.3\times10^7\), although both have \(R^2\) of at least 0.998.

The formulas account for these numbers. For the 1/E law \(|p-q|=1.5\), so \(1-R^2\simeq0.0875\times2.25\times0.01=0.0020\). At 2 MV/cm, \(u=0.4\), and the E and 1/E laws have \(\varphi_1=-0.6\) and \(\varphi_{-1}=-1.5\). The estimated ratio is \(e^{20\times0.9}=e^{18}\simeq6.6\times10^7\).

The fitted ratio is somewhat smaller because least squares does not match value and slope exactly at the centre. The fitted \(G=98.99\) MV/cm gives \(S=98.99/5=19.80\) instead of 20, which lowers the logarithm of the 1/E life by \(0.20\times1.5=0.30\). Most of the remaining difference comes from small shifts of the two fitted centre values.

### Why real data do not settle it

Without noise, the residuals would still reveal the right law. The question is whether sampling scatter hides them. Assume Weibull failure times with a known shape \(\beta\), common to all fields, so that the surviving fraction is \(\exp[-(t/\eta)^\beta]\), where \(\eta\) is the characteristic life. For \(n\) failures, setting the derivative of the log-likelihood with respect to \(\ln\eta\) to zero gives

\[
-n\beta+\beta\sum_j(t_j/\eta)^\beta=0
\quad\Rightarrow\quad
\hat\eta^\beta=\frac1n\sum_jt_j^\beta .
\]

Each \((t_j/\eta)^\beta\) is a unit exponential variable, so their sum \(Y\) has a gamma distribution of shape \(n\), and \(\ln\hat\eta=\ln\eta+\beta^{-1}\ln(Y/n)\). Since \(\langle Y^k\rangle=\Gamma(n+k)/\Gamma(n)\), the second derivative of \(\ln\langle Y^k\rangle\) at \(k=0\) is the variance of \(\ln Y\), namely the trigamma function \(\psi_1(n)\). Thus

\[
\sigma=\frac{\sqrt{\psi_1(n)}}{\beta}=0.151
\qquad(n=20,\ \beta=1.5).
\]

There is also a bias of \(-0.017\) in \(\ln\hat\eta\). It is the same at every field, so it shifts the intercept and does not affect the choice of law.

The E-law misfit is \(r=0.021\), one seventh of the noise at a single field. Even the 1/E misfit is only 0.063. I simulated 20,000 complete experiments by drawing individual failure times from the \(\sqrt E\) model. The mean \(R^2\) was 0.993 for the E, \(\sqrt E\) and power laws and 0.991 for the 1/E law. A chi-squared test of the residuals at the 5 % level, with known \(\sigma\) and three degrees of freedom, rejected the E law in 5.6 % of experiments and the 1/E law in 10.7 %. It rejected the true law in 5.1 %.

Picking the smallest residual does not help either. The true law fitted best in 12 % of the experiments, the E law in 44 %, the power law in 17 % and the 1/E law in 26 %. To see why, project the measured values \(y_i=\ln\hat\eta_i\) on \(c\). Since \(\sum c_i=0\), \(\sum c_i\xi_i=0\) and \(\sum c_i\xi_i^2=\sum c_i^2\),

\[
\sum c_iy_i\simeq-\frac{S(p-1)h^2}{2}\sum c_i^2+\text{noise}.
\]

The noise has standard deviation \(\sigma\sqrt{7/8}\). Solving for \(p\), with \(S\) treated as known, gives an estimate \(\hat p\) with standard deviation

\[
\sigma_p=\frac{2\sigma}{Sh^2\sqrt{7/8}}
=\frac{0.302}{0.2\times0.935}=1.61 .
\]

At this order, the part of the squared residual that depends on the fitted law \(q\) is proportional to \((\hat p-q)^2\), so the law nearest to \(\hat p\) wins. The \(\sqrt E\) law wins only for \(0.25<\hat p<0.75\), an interval much narrower than \(\sigma_p\). The E law wins everywhere above 0.75 and the 1/E law everywhere below \(-0.5\). A normal distribution centred on \(p=0.5\) then gives 44, 12, 17 and 27 % for the four laws in the table's order, in agreement with the simulation.

### What your confidence band means

Let \(g\) be the field coordinate in which a law is linear, and \(N=5\) the number of fields. The fitted line is \(\bar y+b(g-\bar g)\). The errors of \(\bar y\) and \(b\) are uncorrelated because \(\sum(g_i-\bar g)=0\), so their variances add:

\[
\mathrm{se}=\sigma\sqrt{\frac1N+\frac{(g_{\rm op}-\bar g)^2}{\sum(g_i-\bar g)^2}} .
\]

For the E law, \(g=E\), and this is \(0.151\sqrt{0.2+9/0.625}=0.577\). With \(\sigma\) known from the Weibull statistics, the 95 % factor is \(e^{1.96\times0.577}=3.1\). (If \(\sigma\) is instead estimated from the five residuals, 1.96 is replaced by Student's \(t\) for three degrees of freedom, 3.18, and the band is usually wider.) Around the noise-free E-law prediction, the band runs from 1.7 to 17 years, while the true life is 77 years.

The band answers the question "how uncertain is the line, if the E law is true?" If the E law is false, as in this model, taking more samples at the same fields narrows the band around a wrong value. The misfit does eventually show, but the next section finds that this can take thousands of structures per field. The \(\sqrt E\) law has a wider band, a factor of 4.0 either way, and the 1/E law a factor of 16, so a narrow band is no evidence for the law that produced it.

### What would distinguish the laws

If the E law holds, \(\sum c_iy_i\) has zero mean: the linear trend cancels, and so does the estimation bias, which is the same at every field. Under another law its mean, in units of its standard deviation, has magnitude \(S|p-1|h^2\sqrt{7/8}/(2\sigma)\). For a two-sided 5 % test with 90 % power, this must be about \(1.96+1.28=3.24\). For large \(n\), \(\psi_1(n)\simeq1/n\), so \(\sigma^2\simeq1/(\beta^2n)\) and

\[
n\simeq\frac{4(3.24)^2}{(7/8)\,\beta^2S^2(p-1)^2h^4}.
\]

Take the model's \(S=20\) and \(\beta=1.5\) again. If the \(\sqrt E\) law is true, your window then needs about 2100 structures per field to reveal a departure from the E law. If the 1/E law is true, it needs about 134. Doubling the window to 4–6 MV/cm reduces the first number to about 134 as well, because of the factor \(h^{-4}\). Counted in structures, range is worth far more than repetition here. Counted in test time the gain is smaller: the model life at 4 MV/cm is about 68,000 s, so the summed characteristic lives of all structures fall only by a factor of about 2.5. At 6 MV/cm the model life is only 22 s, and in a real film the upper field must stay clear of outright breakdown, where the failure mechanism may change.

A longer test at a lower field uses the same advantage. At 3.5 MV/cm the fits to the noise-free data predict characteristic lives of 4.8, 8.0, 13.9 and 52 days, in the table's order. With 20 new structures, the error of each comparison combines the extrapolation error with the new point's own \(\sigma\). The true life then lies 1.5 standard errors above the E prediction, 1.5 below the power prediction and 4.3 below the 1/E prediction. This one test would usually exclude the 1/E law, but would not reliably separate the \(\sqrt E\) law from its two neighbours.

Until you have such data, report the operating life under each law that survives, with its own band. The E law gives the shortest life of these four, but it is not a lower bound on the real life: by the ordering above, a law with \(p>1\) would give a shorter one. Even a law selected over a wide range carries the assumption that the same failure mechanism continues down to the operating field. Finally, these are characteristic lives of the test structure. A product requirement also needs scaling to the product's area and to its much smaller allowed failed fraction.
